# Hyperfine Integrals for a Gaussian Nuclear Magnetization and Their Tight-Function Convergence

## The decision: how tight must the basis be?

A hyperfine calculation in a Gaussian basis needs steep s functions, and someone must decide where to stop adding them. The answer depends on the nuclear model. With a point charge and a point magnetic dipole, each added function changes the result by an amount that falls only as a small power of the largest exponent \(\zeta_{\max}\). With a Gaussian nucleus of finite size, the series can stop once \(\zeta_{\max}\) has reached the exponent of the nuclear distribution. For the one-electron ion treated below, the finite-nucleus result is then stable to six decimals, while the point-nucleus result is still in error by 0.5 percent.

The nucleus is fixed at \(\mathbf C\), so recoil is absent, as are radiative corrections and nuclear polarization. Hartree atomic units based on SI are used: \(\mu_0/4\pi=\alpha^2\), \(c=1/\alpha\), and the electron has charge \(-1\). The magnetization points everywhere along the moment \(\mathbf m\) and has a Gaussian profile,

\[
\mathbf M=\mathbf m\,g(r),\qquad g(r)=\left(\frac{\eta}{\pi}\right)^{3/2}e^{-\eta r^2},\qquad \eta=\frac{3}{2R^2},
\]

where \(r\) is measured from \(\mathbf C\) and \(R\) is the rms radius. This is a model: orbital currents in a real nucleus need not have this form.

## Vector potential and field

A point dipole produces \(\alpha^2\,\mathbf m\times\mathbf s/s^3\) at displacement \(\mathbf s\). Since \(\nabla\times(\mathbf m/s)=\nabla(1/s)\times\mathbf m=\mathbf m\times\mathbf s/s^3\), superposing dipoles with weight \(g\) gives

\[
\mathbf A=\alpha^2\nabla\times(\mathbf m V),\qquad V(r)=\int\frac{g(r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
\]

\(V\) is the electrostatic potential of a unit charge with density \(g\). Gauss's law gives \(V'=-f/r^2\), where \(f\) is the fraction enclosed within \(r\). Integration by parts yields

\[
f=4\pi\int_0^r g\,s^2ds=\operatorname{erf}(\sqrt\eta\,r)-2\sqrt{\frac{\eta}{\pi}}\,r\,e^{-\eta r^2}.
\]

The function \(V=\operatorname{erf}(\sqrt\eta\,r)/r\) has this derivative and vanishes at infinity, so it is the required potential. With \(\nabla V=-f\mathbf r/r^3\),

\[
\boxed{\;\mathbf A=\alpha^2 f(r)\,\frac{\mathbf m\times\mathbf r}{r^3}\;}
\]

Far outside, \(f\to1\) and the point dipole returns. Near the centre, \(f\simeq(4\pi/3)g(0)r^3\), so \(\mathbf A\) is linear in \(\mathbf r\) and the singularity is gone. A direct quadrature over the distributed dipoles reproduces this potential at a test point.

For the field, \(\nabla\times\nabla\times(\mathbf mV)=\nabla(\mathbf m\cdot\nabla V)-\mathbf m\nabla^2V\), so

\[
B_i=\alpha^2\sum_j\left(\partial_i\partial_j-\delta_{ij}\nabla^2\right)V\,m_j .
\]

From \(f'=4\pi r^2g\) follows \(V''=2f/r^3-4\pi g\). With \(\mathbf n=\mathbf r/r\), the second derivatives of a radial function are

\[
\partial_i\partial_jV=n_in_jV''+(\delta_{ij}-n_in_j)\frac{V'}{r}
=\frac{f}{r^3}(3n_in_j-\delta_{ij})-4\pi g\,n_in_j .
\]

The trace is \(\nabla^2V=-4\pi g\), and therefore

\[
\mathbf B=\alpha^2\left\{\frac{f}{r^3}\left[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m\right]+4\pi g\left[\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)\right]\right\}.
\]

Averaging over angles replaces \(n_in_j\) by \(\delta_{ij}/3\). The first bracket vanishes and the second leaves \((8\pi/3)\alpha^2g\,\mathbf m\), the smeared contact field.

## Integrals as derivatives

Let \(\mu\) and \(\nu\) be real Gaussian basis functions. Because \(V\) is smooth, two integrations by parts produce no singular term at the nucleus:

\[
\langle\mu|\partial_i\partial_jV|\nu\rangle=\int V\,\partial_i\partial_j(\mu\nu)\,d^3r=X_{\mu\nu}+X_{\nu\mu},
\]
\[
X_{\mu\nu}=\langle\partial_i\partial_j\mu|V|\nu\rangle+\langle\partial_i\mu|V|\partial_j\nu\rangle .
\]

The exchange \(\mu\leftrightarrow\nu\) supplies the other two terms of the product rule. The same number is the second derivative of \(\langle\mu|V|\nu\rangle\) with respect to \(\mathbf C\) at fixed basis functions: \(V\) depends on \(\mathbf r-\mathbf C\), and two sign changes cancel. An integral code that handles smeared potentials and differentiated Gaussians thus needs no separate contact routine.

For two s functions with exponents \(a,b\) and centres \(\mathbf R_a,\mathbf R_b\), the product is one Gaussian with

\[
p=a+b,\quad \mathbf P=\frac{a\mathbf R_a+b\mathbf R_b}{p},\quad K=e^{-ab|\mathbf R_a-\mathbf R_b|^2/p}.
\]

Its integral with \(V\) is the Coulomb interaction of two Gaussian charges. The convolution of two Gaussians is a Gaussian whose inverse exponent is the sum of theirs, \(1/\tau=1/p+1/\eta\). With \(D=|\mathbf P-\mathbf C|\),

\[
\langle a|V|b\rangle=K\left(\frac{\pi}{p}\right)^{3/2}\frac{\operatorname{erf}(\sqrt\tau D)}{D},\qquad \tau=\frac{p\eta}{p+\eta}.
\]

This is the potential already differentiated above, with \(\eta\) replaced by \(\tau\). The field integral is therefore \(K(\pi/p)^{3/2}\) times \(\mathbf B\) evaluated at \(\mathbf P-\mathbf C\) with exponent \(\tau\). Higher angular momenta follow by differentiating with respect to the basis centres, for example \((x-R_{a,x})e^{-a|\mathbf r-\mathbf R_a|^2}=(2a)^{-1}\partial e^{-a|\mathbf r-\mathbf R_a|^2}/\partial R_{a,x}\). In a test with s and p functions on two centres, the derivative integrals differ from a three-dimensional quadrature of the curl of \(\mathbf A\) by at most \(1.0\times10^{-9}\) atomic units, without the factor \(\alpha^2\).

## The relativistic operator for s functions

Tight functions matter most where the electron is relativistic. The magnetic coupling is then \(c\,\boldsymbol\alpha\cdot\mathbf A\), with the Dirac matrices \(\boldsymbol\alpha\) linking the large component \(\psi_L\) to the small component \(\psi_S\). Restricted kinetic balance expands them as

\[
\psi_L=\sum_\mu c_\mu\chi_\mu\,\xi,\qquad \psi_S=\frac{1}{2c}\,\boldsymbol\sigma\cdot\mathbf p\sum_\nu d_\nu\chi_\nu\,\xi,
\]

where \(\xi\) is a constant spinor and \(\chi_\mu\) are s functions on the nucleus. The first-order energy is \(c\langle\psi_L|\boldsymbol\sigma\cdot\mathbf A|\psi_S\rangle\) plus its complex conjugate, so the integral needed is that of \(\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p=\mathbf A\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf p)\).

The gradient of an s function is radial and \(\mathbf A\) is perpendicular to \(\mathbf r\), so the first term vanishes. In the second, \(\mathbf p=-i\nabla\) gives \(\boldsymbol\sigma\cdot(\mathbf A\times\nabla\chi_\nu)\). The angular average of \((\mathbf m\times\mathbf r)\times\mathbf r=\mathbf r(\mathbf m\cdot\mathbf r)-r^2\mathbf m\) is \(-\tfrac23r^2\mathbf m\). Using \(f/r^2=-V'\),

\[
\langle\chi_\mu|\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p|\chi_\nu\rangle=\frac23\alpha^2\,\boldsymbol\sigma\cdot\mathbf m\,W_{\mu\nu},\qquad
W_{\mu\nu}=\int\chi_\mu\nabla V\cdot\nabla\chi_\nu\,d^3r .
\]

This is again a derivative of a potential integral:

\[
W_{\mu\nu}=-\langle\nabla\chi_\mu|V|\nabla\chi_\nu\rangle-\langle\chi_\mu|V|\nabla^2\chi_\nu\rangle .
\]

For unnormalized functions \(e^{-ar^2}\) and \(e^{-br^2}\), the limit \(D\to0\) of the master integral is

\[
J(p)=\int e^{-pr^2}V\,d^3r=\frac{2\pi}{p}\sqrt{\frac{\eta}{p+\eta}} .
\]

An extra factor \(r^2\) in the integrand gives \(-J'(p)\). The gradient product is \(4ab\,r^2e^{-pr^2}\), and \(\nabla^2e^{-br^2}=(4b^2r^2-6b)e^{-br^2}\), so

\[
W=4abJ'+4b^2J'+6bJ=4bpJ'+6bJ .
\]

Since \(J'=-J\left[1/p+1/(2(p+\eta))\right]\),

\[
W=bJ\left[6-4-\frac{2p}{p+\eta}\right]=\frac{2b\eta J}{p+\eta}
=\frac{4\pi b}{p\,(1+p/\eta)^{3/2}} .
\]

The last form should be used in numerical work. For \(p\gg\eta\) the separate terms are of order \(6bJ\) while their sum is \(2bJ\eta/p\), so the uncombined expression loses a factor \(3p/\eta\) in relative precision. For the largest exponents below, this is four to five decimal digits.

Adding the transpose replaces \(b\) by \(a+b=p\), hence \(W+W^T=4\pi(1+p/\eta)^{-3/2}\), which is \(4\pi\) times the integral of \(g\,e^{-pr^2}\). When \(c_\mu=d_\mu\), as in the nonrelativistic limit, the energy becomes the familiar contact term \((8\pi/3)\alpha^2\,\mathbf S\cdot\mathbf m\,\langle g\rangle\), with \(\mathbf S=\boldsymbol\sigma/2\).

## The hyperfine factor and its point limit

For real coefficients the two conjugate terms are equal, and the first-order operator in spin space is \(\tfrac23\alpha^2\boldsymbol\sigma\cdot\mathbf m\,c^TWd\). The nonrelativistic point value for 1s, with density \(Z^3/\pi\) at the nucleus, is \(\tfrac43\alpha^2Z^3\boldsymbol\sigma\cdot\mathbf m\). Their ratio is

\[
F=\frac{c^TWd}{2Z^3}.
\]

An independent value comes from the radial Dirac equation. Write \(\psi_L=(P/r)\xi/\sqrt{4\pi}\) and \(\psi_S=-i(Q/r)\,\boldsymbol\sigma\cdot\mathbf n\,\xi/\sqrt{4\pi}\), with electron potential energy \(U\) and energy \(E\) measured without the rest energy. Acting with \(\boldsymbol\sigma\cdot\mathbf p\) on each component gives

\[
P'=\frac Pr+\left(2c+\frac{E-U}{c}\right)Q,\qquad Q'=-\frac Qr-\frac{E-U}{c}P .
\]

Kinetic balance identifies \(2cQ/(r\sqrt{4\pi})\) with the radial derivative of \(\sum d_\nu\chi_\nu\). Inserting this and \(V'=-f/r^2\) into \(W\) gives, for \(\int(P^2+Q^2)dr=1\),

\[
F=-\frac{c}{Z^3}\int_0^\infty\frac{PQ\,f}{r^2}\,dr .
\]

For a point charge, \(U=-Z/r\), let \(\gamma=\sqrt{1-Z^2\alpha^2}\). The functions \(P\propto r^\gamma e^{-Zr}\) and \(Q=-kP\), with \(k=(1-\gamma)/(Z\alpha)\), solve both equations at \(E=c^2(\gamma-1)\). In the first, the \(1/r\) terms give \(1-kZ\alpha=\gamma\) and the constants give \(-kc(1+\gamma)=-Z\). In the second, divided by \(Q\), they give \(-1+Z\alpha/k=\gamma\) and \(E/(ck)=-Z\).

Normalization contributes \(k/(1+k^2)=Z\alpha/2\), because \(Z^2\alpha^2+(1-\gamma)^2=2(1-\gamma)\). For a point dipole, \(f=1\), the remaining ratio of integrals is

\[
\frac{\int r^{2\gamma-2}e^{-2Zr}dr}{\int r^{2\gamma}e^{-2Zr}dr}=\frac{4Z^2}{2\gamma(2\gamma-1)},
\qquad\text{so}\qquad F_{\rm point}=\frac{1}{\gamma(2\gamma-1)} .
\]

The integral converges at the origin only for \(\gamma>\tfrac12\).

## Algorithm

1. Choose exponents \(\zeta_k=\zeta_0\beta^k\), with \(k=0,\dots,n-1\).
2. Build the overlap \(S\), the kinetic matrix \(T\), the potential matrix \(U_{\mu\nu}\), and \(\Pi_{\mu\nu}=\langle\nabla\chi_\mu|U|\nabla\chi_\nu\rangle\). Projecting the Dirac equation on the two basis sets gives
\[
\begin{pmatrix}U&T\\T&\Pi/4c^2-T\end{pmatrix}\begin{pmatrix}c\\d\end{pmatrix}
=E\begin{pmatrix}S&0\\0&T/2c^2\end{pmatrix}\begin{pmatrix}c\\d\end{pmatrix}.
\]
3. Call these matrices \(H\) and \(M\). Solve by inverse iteration with \(H-\varepsilon M\), where \(\varepsilon\) lies near the 1s energy. Symmetric scaling of rows and columns beforehand is a cheap precaution, since the elements span many orders of magnitude.
4. Normalize to \(c^TSc+d^TTd/2c^2=1\), evaluate \(F\), add tighter functions, and repeat.

## Truncation error

A basis ending at \(\zeta_{\max}\) cannot form structure much shorter than \(\rho\sim\zeta_{\max}^{-1/2}\). The error follows from a scaling estimate.

In the nonrelativistic point problem the orbital near the nucleus is \(\phi(0)(1-Zr)\). A finite sum of Gaussians has zero slope there, so it rounds off the cusp over a distance \(\rho\). The relative defect in \(\phi(0)^2\) is proportional to \(Z\rho\), that is, to \(\zeta_{\max}^{-1/2}\).

In the Dirac point problem the integrand behaves as \(r^{2\gamma-2}\). The unresolved region contributes

\[
\int_0^\rho r^{2\gamma-2}dr\propto\rho^{2\gamma-1}\propto\zeta_{\max}^{-(\gamma-1/2)} .
\]

The wave function outside \(\rho\) also responds. Near the origin the radial equations admit the powers \(r^{\gamma}\) and \(r^{-\gamma}\). An error at \(\rho\) mixes in the second with amplitude \(\rho^{2\gamma}\), and its contribution, \(\rho^{2\gamma}\int_\rho r^{-2}dr\), scales as \(\rho^{2\gamma-1}\) too. The estimate fixes the power but not the prefactor. The argument is made for \(\rho\) well inside the region where \(Z/r\) exceeds \(2c^2\), but in the example below the same power already appears when \(\rho\) is comparable with the radius of that region.

For a Gaussian charge, \(U\) is a smooth even function of \(r\), and the regular solution has \(P/r\) even in \(r\). There is no cusp or fractional power to resolve, and the shortest length is \(\eta^{-1/2}\). Even a point dipole then gives a harmless integrand: \(P\propto r\) and \(Q\propto r^2\) make \(PQ/r^2\propto r\).

## A model ion with Z = 50

Charge and magnetization both have rms radius 5.0 fm, which gives \(\eta=1.680\times10^8\) bohr\(^{-2}\); 60.8 percent of the magnetization lies within that radius. The basis starts at \(\zeta_0=25\) bohr\(^{-2}\) with \(\beta=1.7\). Selected values of \(F\) are:

| \(n\) | \(\zeta_{\max}/\eta\) | Dirac, point | Dirac, finite |
|---:|---:|---:|---:|
| 23 | 0.017 | 1.207216 | 1.201306 |
| 27 | 0.146 | 1.230370 | 1.214751 |
| 31 | 1.22 | 1.239635 | 1.215175 |
| 39 | 85 | 1.244829 | 1.215175 |
| 43 | 710 | 1.245423 | 1.215175 |
| 47 | 5930 | 1.245661 | 1.215175 |

The finite-nucleus error relative to the converged value is 1.1 percent at \(n=23\) and 0.035 percent at \(n=27\). From \(n=31\) onward the printed digits do not change. Radial integration gives the same 1.215175, so the error from the finite ratio \(\beta\) is also invisible at this precision.

The point-nucleus column keeps moving. Its last two increments, each for four added functions, are 0.000594 and 0.000238. Their ratio gives the error exponent

\[
\frac{\ln(0.000594/0.000238)}{4\ln1.7}\simeq0.431,
\]

in agreement with \(\gamma-\tfrac12=0.931059-0.5\). The nonrelativistic sequence gives 0.5000. Treating the increments as a geometric series gives the limit

\[
1.245661+\frac{(0.000238)^2}{0.000594-0.000238}\simeq1.24582,
\]

which agrees with \(1/[\gamma(2\gamma-1)]=1.245821\). Each further factor of ten in accuracy requires \(\zeta_{\max}\) to grow by \(10^{1/0.431}\approx210\), about ten more functions at this ratio.

A truncated point calculation can also be right by accident. Between \(n=23\) and \(n=27\) the point column passes through the finite-nucleus value 1.2152. There the missing tight functions lower \(F\) by as much as the nuclear size does, but the agreement is set by the basis and does not extend to the energy or to the wave function near the nucleus.

The two size effects can be switched on in turn, but the split depends on the order: spreading the charge changes the integrand near the origin from \(r^{2\gamma-2}\) to \(r\), and so reduces the weight that a spread magnetization can then remove. Here the charge is spread first. Spreading the charge while keeping a point dipole lowers \(F\) from 1.245821 to 1.222565, or by 1.87 percent. Spreading the magnetization as well gives 1.215175, a further reduction of

\[
1-\frac{1.215175}{1.222565}=0.60\ \text{percent},
\]

the Bohr–Weisskopf effect in this model. A basis error of 1 percent would hide it.

For nuclear spin \(\tfrac12\) and a moment \(\mu\) of one nuclear magneton, \(\mathbf m=2\mu\mathbf I\) and \(\boldsymbol\sigma\cdot\mathbf m=4\mu\,\mathbf S\cdot\mathbf I\). The eigenvalues of \(\mathbf S\cdot\mathbf I\) are \(\tfrac14\) and \(-\tfrac34\), so the splitting is

\[
\Delta E=\frac{16}{3}\alpha^2Z^3F\mu .
\]

Here \(\alpha^2Z^3=Z(1-\gamma^2)=6.656\), hence \(\Delta E=43.1\,\mu\). With \(\mu\) equal to one half divided by the proton mass in electron masses, this is \(1.17\times10^{-2}\) hartree, or 0.320 eV. The remaining uncertainty lies in the nuclear model and the omitted effects, since the basis error is far smaller.

For a nucleus whose charge and magnetization are both Gaussian, then, the s exponents should be carried to at least \(\eta\), with one further extension to confirm stability. This rule concerns only the tight end of the basis and was shown here for a 1s electron with \(\beta=1.7\). A wider ratio leaves its own error, which tighter functions do not remove: a few parts in \(10^5\) at \(\beta=3\) for this ion. A point charge combined with a spread magnetization keeps the fractional power in the wave function and still converges only as a power of \(\zeta_{\max}\). For a point nucleus, the increments should be extrapolated with the power \(\gamma-\tfrac12\); a small last increment alone does not show convergence. The full sequences are in the numerical output.

## Numbers as computed

```
test dipole exponent eta: 3.0 bohr^-2
A/alpha^2 at test point, direct: [-0.01720744  0.29252646  0.18928182] a.u.
A/alpha^2 at test point, closed: [-0.01720744  0.29252646  0.18928182] a.u.
largest s,p integral difference from grid: 1.0e-09 a.u.
two-centre s integral of B/alpha^2: [ 0.2286338 -0.3886113  0.6399098] a.u.
nuclear charge Z: 50
charge and magnetization rms radius: 5.0 fm
nuclear Gaussian exponent eta: 1.68017e+08 bohr^-2
magnetization fraction inside rms radius: 0.60837
gamma: 0.931059
smallest exponent: 25.0 bohr^-2; ratio: 1.7
n, largest exponent (bohr^-2), F nonrel point, F Dirac point, F Dirac finite
15  4.209e+04  0.871021  1.006434  1.005913
19  3.516e+05  0.955259  1.149392  1.147549
23  2.936e+06  0.984500  1.207216  1.201306
27  2.453e+07  0.994633  1.230370  1.214751
31  2.048e+08  0.998143  1.239635  1.215175
35  1.711e+09  0.999357  1.243344  1.215175
39  1.429e+10  0.999778  1.244829  1.215175
43  1.193e+11  0.999923  1.245423  1.215175
47  9.968e+11  0.999973  1.245661  1.215175
nonrel point F extrapolated: 1.000000
Dirac point F extrapolated: 1.245821
Dirac point F analytic: 1.245821
nonrel error exponent: 0.5000 (predicted 0.5000)
Dirac error exponent: 0.4311 (predicted 0.4311)
finite-nucleus 1s energy, basis: -1294.54427 hartree
finite-nucleus 1s energy, radial: -1294.54427 hartree
finite-nucleus F, radial: 1.215175
finite charge, point dipole F, basis: 1.222565
finite charge, point dipole F, radial: 1.222565
Bohr-Weisskopf reduction, basis: 0.604 percent
Bohr-Weisskopf reduction, radial: 0.604 percent
hyperfine splitting, moment 1 nuclear magneton: 1.174734e-02 hartree
hyperfine splitting converted: 0.31966 eV
```
